Self-Consistent Sink Strength of Voids in a Vacancy-Absorbing Medium

## Part I. From one void to the self-consistent strength

### The physical question

When brass is annealed against copper, zinc leaves the brass faster than copper enters it. A flow of vacancies makes up the difference, and on the zinc-losing side more vacancies arrive than leave. The surplus ends at dislocations, which climb, or at voids, which grow. The growth of Kirkendall porosity depends on how the surplus is divided.

For one void of radius R in a crystal without other sinks, with the vacancy level held fixed far away, the steady concentration varies as 1/r and the inflow is proportional to 4πR. For N such voids per volume this suggests a sink strength 4πRN. In a real couple, however, each void is surrounded by dislocations and by other voids. Vacancies are produced and absorbed throughout this surrounding, so the vacancy level recovers from the disturbance made by a void within a finite distance. The gradient at the void surface is then steeper and the inflow larger. Because the surrounding contains the other voids, the strength of the voids depends on itself.

### Conventions and assumptions

The vacancy concentration x is an atomic fraction, D is the vacancy diffusivity, and G is the number of vacancies produced per lattice site and time. The inflow J into a void is counted positive when vacancies enter it. With x an atomic fraction, J is the void volume gained per time, since each vacancy brings one atomic volume.

A sink of strength k_j² removes vacancies at the net rate

D k_j² (x − x_j),

where x is the mean concentration and x_j is the concentration in equilibrium with that sink. The term D k_j² x is capture and the term D k_j² x_j is thermal emission. A strength has the dimension of an inverse area.

The assumptions are these.

A1. The voids are equal spheres of radius R, with N of them per volume, and their volume fraction φ = 4πR³N/3 is small.

A2. Transfer at the void surface is fast, so that x = x_R there. The inflow is then controlled by diffusion.

A3. The concentration is steady, and G is uniform over distances larger than the screening length 1/k found below.

A4. The other sinks, chiefly dislocations, act as a smooth background of strength k_o² with equilibrium concentration x_e.

A5. The void positions are random and uncorrelated. Overlap is forbidden, which matters at order φ.

A6. Around a chosen void, all other sinks are replaced by a uniform medium that begins at the void surface and has the total strength

k² = k_o² + k_v², (1)

where k_v² is the unknown strength of the voids.

Assumption A6 is the effective-medium approximation, and it can be read as a statement about averages. Consider all arrangements that have a void at the origin, and average the concentration over them. By A5 the density of other voids at a distance r is still N. A void at r captures in proportion to the level around it. A6 takes this level to be the averaged concentration at r, and takes the response of the void to it to be the same as in the bulk. The other voids then absorb at the rate D k_v² x(r), just as the background absorbs at the rate D k_o² x(r). This neglects correlated exchanges between particular pairs of voids.

### Theorem

Under A1 to A6 the void sink strength is

k_v² = 4πRN(1 + kR), (2)

with k² = k_o² + k_v². The total k is uniquely determined:

k = 2πR²N + √[(2πR²N)² + 4πRN + k_o²]. (3)

The strength does not depend on x_R. It is therefore the same for growing and shrinking voids, within this model.

The proof uses two lemmas. The first solves the diffusion problem around one void. The second shows where the additional vacancies come from.

### Lemma 1: profile and inflow

Let x∞ be the concentration far from the chosen void. Then for r ≥ R

x(r) = x∞ − (x∞ − x_R)(R/r) exp[−k(r − R)], (4)

and the inflow is

J = 4πRD(1 + kR)(x∞ − x_R). (5)

**Proof.** Let K be the sum of G and the thermal emission from all sinks of the medium. The steady balance at any point outside the void is

D∇²x − Dk²x + K = 0. (6)

The first term is the gain by diffusion, the second the loss by capture, and the third the supply. Far from the void the concentration is uniform, so ∇²x vanishes and

K = Dk²x∞. (7)

The problem has spherical symmetry. Define u by

u = r(x∞ − x), so that x = x∞ − u/r.

Differentiation with respect to r, marked by a prime, gives

x' = −u'/r + u/r²,

r²x' = −ru' + u.

A second differentiation gives

(r²x')' = −u' − ru'' + u' = −ru''.

Since ∇²x = (r²x')'/r² for a spherical function, it follows that

∇²x = −u''/r. (8)

Insert (7) and (8) into (6) and divide by D:

−u''/r − k²(x∞ − u/r) + k²x∞ = 0.

The terms with x∞ cancel. Multiplication by −r leaves

u'' = k²u. (9)

The general solution is u = A exp(−kr) + B exp(kr). The second part would make x∞ − x grow as exp(kr)/r, so the condition x → x∞ requires B = 0. At the surface u(R) = R(x∞ − x_R), which fixes A:

u = R(x∞ − x_R) exp[−k(r − R)].

Division by r gives (4).

For the inflow, differentiate (4). The derivative of exp[−k(r − R)]/r is −(k/r + 1/r²) exp[−k(r − R)], and the minus sign in front of the second term of (4) turns it positive:

x' = (x∞ − x_R) R (k/r + 1/r²) exp[−k(r − R)].

At r = R this is

x'(R) = (x∞ − x_R)(1 + kR)/R. (10)

By Fick's law the outward flux density is −Dx', so the inward one is +Dx'. Multiplication by the surface area gives

J = 4πR²D x'(R) = 4πRD(1 + kR)(x∞ − x_R). ∎

Equation (10) can be read as a sum of two inverse lengths, 1/R + k. The first comes from the spreading of the diffusion field around a sphere. The second comes from the medium, which restores the level x∞ within a distance of order 1/k. The effective thickness of the depleted layer is therefore R/(1 + kR) instead of R.

### Lemma 2: the inflow is absorption withheld from the medium

The inflow of Lemma 1 satisfies

J = Dk² ∫ (x∞ − x) dV, (11)

where the integral covers all space outside the void.

**Proof.** Equations (6) and (7) give

D∇²x = −Dk²(x∞ − x).

Integrate over the volume outside the void. The left side is

D ∫ 4π(r²x')' dr = 4πD [r²x'] from R to ∞ = −4πR²D x'(R) = −J,

because r²x' vanishes at infinity by the exponential in (4). Equating this to the right side and changing both signs gives (11).

The integral can also be evaluated directly. With s = r − R,

∫ (x∞ − x) dV = 4πR(x∞ − x_R) ∫ (R + s) exp(−ks) ds,

where s runs from 0 to ∞. The two parts of the integral are R/k and 1/k². Multiplication by Dk² gives

J = 4πRD(x∞ − x_R)(kR + 1),

in agreement with (5). ∎

The lemma gives the physical origin of the inflow. Vacancies are supplied everywhere at the rate K. Near a growing void the level is depressed, so the medium absorbs less than K there, and the part it does not absorb flows to the void. For a shrinking void, with x_R above x∞, both signs reverse: the void emits and the medium absorbs more.

### Proof of the theorem

There are N voids per volume, and each has the inflow (5). Their net absorption per volume is

NJ = D · 4πRN(1 + kR)(x∞ − x_R). (12)

By the definition of sink strength this must equal D k_v²(x − x_R), with x the mean concentration. In the effective medium the mean concentration is x∞. Comparison of the factors gives (2), and x_R has dropped out of the coefficient.

The identification of x∞ with the mean needs a reason, because each void lowers the concentration around it. The profile (4) is an average over arrangements that have a void at the origin. The depletion made by all the other voids is already contained in x∞ through (7), where k² includes k_v². Subtracting the depletions of all voids from x∞ would count them twice. The part of the volume occupied by the voids themselves is of order φ and is neglected.

It remains to find k. Insert (2) into (1):

k² = k_o² + 4πRN + 4πR²N k.

Collect all terms on one side:

k² − 4πR²N k − (4πRN + k_o²) = 0. (13)

The product of the two roots is −(4πRN + k_o²), which is negative. One root is therefore positive and the other negative. The exponential in (4) must decay, so k is the positive root. The quadratic formula gives half the coefficient 4πR²N plus the square root in (3). ∎

### Limiting cases

**Few voids.** For N → 0 at fixed k_o and R, (3) gives k → k_o. The factor in (2) becomes 1 + k_oR. An individual void among dislocations is thus a stronger sink than one in a crystal free of them, measured by its inflow at the same x∞ − x_R.

**Voids alone.** For k_o = 0, multiply (3) by R and use 4πR³N = 3φ:

kR = 3φ/2 + √[(3φ/2)² + 3φ].

For small φ the leading term is

kR ≈ √(3φ). (14)

At φ = 0.1 % this is 0.055, a correction of 5.5 % to the isolated-void strength. The correction falls slowly with φ because it depends on the square root. The next term, 3φ/2, should not be trusted. Repeated exchange between pairs of voids, which A6 neglects, contributes at order φ ln φ, and this is larger than φ when φ is small.

**Short screening length.** For kR ≫ 1, (5) approaches 4πR²Dk(x∞ − x_R), which is the inflow to a flat surface with a depleted layer of thickness 1/k. By (14), voids of small volume fraction cannot produce this limit alone. It needs a background with k_oR ≫ 1, and that background must be smooth on a scale smaller than the layer thickness 1/k. Dislocations, whose spacing is itself about 1/k_o, do not strictly meet this condition.

### Two extensions

**Unequal voids.** If there are N_i voids of radius R_i per volume, Lemma 1 applies to each with the same k. The sum of their inflows gives

k_v² = 4π Σ N_iR_i(1 + kR_i).

The self-consistency condition is again quadratic in k.

**Slow surface transfer.** Suppose that A2 fails and the surface takes up vacancies at the finite rate v(x_s − x_R) per area, where x_s is the concentration at the surface and v a transfer velocity. Diffusion supplies a(x∞ − x_s) per area, with a = D(1 + kR)/R from (10). Equality of the two gives

x∞ − x_s = v(x∞ − x_R)/(v + a).

The inflow (5), and with it the strength (2) at given k, is multiplied by v/(v + a). The diffusion-controlled result requires v ≫ D(1 + kR)/R. An impurity film on the void surface that lowers v below this value would make (2) too large.

## Part II. Randomness, void growth and a brass/copper example

### Results carried over

There are N voids of radius R per volume, with volume fraction φ. The other sinks have strength k_o², the total strength is k² = k_o² + k_v², and D is the vacancy diffusivity. The vacancy fraction is x∞ in the mean, x_R at a void surface, and x_e in equilibrium with the other sinks. Vacancies are produced at the rate G per site. Part I gave

k_v² = 4πRN(1 + kR),

k = 2πR²N + √[(2πR²N)² + 4πRN + k_o²],

J = 4πRD(1 + kR)(x∞ − x_R),

where J is the inflow into one void. The ratio k_v²/(4πRN) is called the capture factor F, so the effective medium predicts F = 1 + kR.

### Is the total k the right one?

The screening by the other voids entered through the effective-medium assumption. If the other voids did not respond to the depletion around a chosen void, only the background would screen it, and the factor would be 1 + k_oR. The two possibilities can be separated by solving for many voids together, without replacing any of them by a medium.

Write κ = k_o for the background alone, and set x = 0 at the void surfaces. Emission need not be followed, because the equations are linear. Without voids the level would be x_0 = G/(Dκ²). A point sink that absorbs at the rate 4πDq lowers the concentration at distance d by

q exp(−κd)/d.

Its gradient near d = 0 is q/d² and gives the inflow 4πDq, as required.

Each void is now represented by a shell of radius R that absorbs uniformly, with total rate 4πDq_i. Two properties of the shell are needed.

First, let f satisfy ∇²f = κ²f inside a sphere. Its average over concentric spherical surfaces satisfies the same equation, is finite at the centre, and equals f(0) there. The average at radius R is therefore S f(0), with

S = sinh(κR)/(κR).

Second, the field of a uniform shell at an outside point is the average of the point field over the shell, which is S times the field of a point sink at the centre. The average over another void adds a second factor S. At the shell's own surface only one factor appears, with d = R.

Setting the average concentration on void i to zero gives

S q_i exp(−κR)/R + S² Σ_j q_j exp(−κd_ij)/d_ij = x_0, (15)

where j runs over all other voids and d_ij is the distance between centres. This is a set of linear equations for the q_i.

The shells also absorb vacancies produced inside them, where a real void has no crystal. This part has to be removed. Inside a shell the averaged concentration that vanishes at r = R is

x = x_0[1 − R sinh(κr)/(r sinh(κR))].

Its outward flow at the surface is

−4πR²D x'(R) = 4πD x_0 R[κR coth(κR) − 1].

The true mean absorption is therefore 4πDq_m, with

q_m = (mean of q_i) − x_0R[κR coth(κR) − 1].

The balance in the crystal between the voids, which fills the fraction 1 − φ, reads

(1 − φ)Dκ²x_0 = (1 − φ)Dκ²x_m + 4πDN q_m.

Division by (1 − φ)Dκ² gives the mean concentration in the crystal:

x_m = x_0 − 4πN q_m/[κ²(1 − φ)]. (16)

The capture factor follows from its definition, F = q_m/(R x_m).

Equations (15) were solved numerically for 12 random arrangements of 1000 non-overlapping voids, each in a periodically repeated box. The volume fraction was 0.10 %. The background strength was half the isolated-void strength, κ² = 2πRN. The sum over repeated boxes included the box itself and its 26 neighbours. The results are:

- effective medium with total k: F = 1.0686
- screening by the background alone: F = 1.0387
- many random voids: F = 1.0671 ± 0.0012

The uncertainty is the standard error of the mean over the arrangements. The many-void value lies 0.0015 below the value for the total k, a little more than one standard error. It lies 0.028 above the value for background screening, which is more than twenty standard errors. At this volume fraction the other voids do take part in the screening.

The calculation allows for the mutual shadowing of the voids, but each void absorbs uniformly over its surface. The uneven capture on the two sides of a void that has a close neighbour is left out, an effect of order φ. Ending the sum at the 26 neighbouring boxes raises F by about 0.0006, half the standard error. The periodic repetition of a finite box raises it by about another 0.0006. With both shifts removed, the many-void value lies about 0.003 below the value for the total k, roughly two standard errors. None of these effects is large enough to change the conclusion.

### Why the positions matter

The same equations can be solved for a simple cubic array. All q_i are then equal, and one lattice sum replaces the set (15). With R, N and κ as before, the result is F = 1.2126, against 1.0671 for random positions. The correction to the isolated-void strength is about three times as large.

The two calculations differ in the arrangement of the voids. In the array, no void has a neighbour closer than the lattice spacing, whereas the derivation assumed the density N of other voids right up to the chosen one. When the voids contribute appreciably to the screening, as here, the formula 1 + kR can therefore fail for an ordered array, even at a small volume fraction. The arrangement ceases to matter if the background screens within a distance much shorter than the gap between almost every void and its nearest neighbour. The sum in (15) is then negligible, and F approaches 1 + k_oR. A large mean spacing is not sufficient, because voids in tight clusters still shadow each other.

### Proposition: void growth with surface energy

Let γ be the surface energy per area, Ω the atomic volume, T the temperature and k_B Boltzmann's constant. For an empty void with isotropic surface energy,

x_R = x_e exp[2γΩ/(Rk_BT)], (17)

x∞ − x_R = G/(Dk²) − (k_o²/k²)(x_R − x_e), (18)

dR/dt = D(1 + kR)(x∞ − x_R)/R. (19)

**Proof.** A vacancy that enters the void increases its volume by Ω, so 4πR² dR = Ω. The surface 4πR² grows by 8πR dR, and the surface energy rises by

8πRγ dR = 2γΩ/R.

In equilibrium this equals the free energy released when a vacancy leaves the crystal, k_BT ln(x_R/x_e) for a dilute solution of vacancies. Solving for x_R gives (17).

In the steady state, production equals the net loss to all sinks:

G = Dk_v²(x∞ − x_R) + Dk_o²(x∞ − x_e).

Write the last bracket as (x∞ − x_R) + (x_R − x_e) and use k_v² + k_o² = k²:

G = Dk²(x∞ − x_R) + Dk_o²(x_R − x_e).

Division by Dk² and rearrangement give (18).

The void gains volume at the rate J, so 4πR² dR/dt = J. Inserting J and dividing by 4πR² gives (19). ∎

According to (18), voids grow if G exceeds Dk_o²(x_R − x_e). Below this value they lose vacancies to the dislocations. Without dislocations any positive G makes equal voids grow, because the vacancies have no other place to go in this model.

Dislocations have two opposite effects. They raise k and thus the strength of each void. But at fixed G, R and N, and with surface energy neglected, the share of vacancies that reaches the voids is

k_v²/k² = 4πRN(1/k² + R/k),

which decreases as k increases. Adding dislocations makes the voids stronger sinks and still leaves them fewer vacancies.

### Worked example

Consider the zinc-losing side of a brass/copper couple near 1050 K. The parameters are rough:

- void radius R = 2.0 µm and density N = 2.0×10⁸ cm⁻³
- dislocation sink strength k_o² = 1.0×10⁶ cm⁻²
- intrinsic diffusivities 5×10⁻⁹ cm²/s for zinc and 2×10⁻⁹ cm²/s for copper
- zinc fraction changing by 0.25 over a zone of 50 µm
- Dx_e = 3×10⁻⁹ cm²/s, with x_e = 1×10⁻⁴
- γ = 1.5 J/m² and Ω = 0.012 nm³

**Sink strength.** The isolated-void value is

4πRN = 5.03×10⁵ cm⁻²,

and 2πR²N = 50.3 cm⁻¹. Equation (3) gives

k = 50.3 + √(50.3² + 5.03×10⁵ + 1.00×10⁶) = 1277 cm⁻¹.

The screening length 1/k is 7.8 µm, and kR = 0.255. Hence

k_v² = 5.03×10⁵ × 1.255 = 6.31×10⁵ cm⁻² = 6.31×10⁹ m⁻².

The voids account for 0.631/1.631 = 38.7 % of the capture. The isolated-void strength would have given 33.5 %.

**Vacancy source.** Let z be the coordinate across the couple and X the zinc fraction. The vacancy flux balances the two atomic fluxes and is (D_Zn − D_Cu) dX/dz. With constant diffusivities its convergence is

G = −(D_Zn − D_Cu) d²X/dz²,

which is positive where the zinc profile is concave, on the zinc-losing side. Estimating the curvature as the composition step over the squared width gives

G = 3×10⁻⁹ × 0.25/(50×10⁻⁴)² = 3.0×10⁻⁵ s⁻¹.

**Growth.** Divided by x_e, the first term of (18) is

3.0×10⁻⁵/(3×10⁻⁹ × 1.631×10⁶) = 0.613 %.

From (17), the equilibrium concentration at the void surface exceeds x_e by 0.124 %. The net driving force, relative to x_e, is

0.613 % − (1.00/1.631) × 0.124 % = 0.537 %.

Surface energy thus removes 12 % of the driving force. Equation (19) gives

dR/dt = 3×10⁻⁹ × 0.00537 × 1.255/(2.0×10⁻⁴) = 1.0×10⁻⁷ cm/s,

or about 1 nm/s. If diffusion of vacancies out of the source region is neglected, the net share of the produced vacancies that stays in the voids is 38.7 % × 0.537/0.613, about 34 %.

### What the example neglects

The void volume fraction is 0.67 %. The many-void equations, solved at these values of R, N and k_o for 12 arrangements of 500 voids, give F = 1.250 ± 0.005, against 1.255 from the formula. The difference is not resolved. The quoted error covers only the sampling. The uneven capture left out of these equations enters at order φ and can shift F by an amount at least as large, so the agreement should be trusted only to a few per cent. A cubic array with the same parameters gives 1.498, which is 19 % above the formula.

The steady state is well justified. The vacancy level relaxes in a time 1/(Dk²) = 0.02 s, while R/(dR/dt) is about 2000 s. The motion of the surface is measured by R(dR/dt)/D, which is about 7×10⁻⁷. The uniformity of G is less well justified. The scale estimate 1/(k × width)² for the neglected diffusion term is only 2.5 %, but it omits a large numerical factor. For an error-function profile that completes 10 % to 90 % of its change within 50 µm, diffusion lowers the supersaturation at the peak of G by about 22 %, with surface energy neglected. The peak of G for this profile is 4.8×10⁻⁵ s⁻¹, about 1.6 times the scale estimate used above. Assumption A3 is therefore only roughly met.

The smooth background is a doubtful assumption here. If k_o² is read as a dislocation density, the mean spacing of the dislocations is 10 µm, larger than both R and the screening length. A void then has a few individual dislocations near it instead of a uniform medium. The resulting change in the void strength has not been calculated.

### The real couple

Kirkendall voids do form on the zinc-losing side of brass/copper couples, and micrometre sizes are realistic. The void density and the dislocation strength are far less certain. The value of k_o² used here suits a well-annealed metal, and deformation can raise it by orders of magnitude. The diffusion zone is unlikely to keep an annealed density. To absorb their share of G, about 2×10⁻⁵ s⁻¹, dislocations of density 10⁶ cm⁻² with a Burgers vector of 0.26 nm would have to climb at about 8 µm/s and would cross the 50 µm zone in about 7 s. The mean supersaturation of 0.66 % corresponds to a chemical stress of about 8 MPa, which for a shear modulus near 30 GPa can drive climb sources with segments of about 1 µm. The density is then set by multiplication and loss during the anneal, so k_o² is an assumed value for one instant and may be considerably larger. With R and N fixed, halving k_o² changes kR from 0.255 to 0.21, and doubling it gives 0.33.

Real intrinsic diffusivities vary with composition, so G is an estimate of order of magnitude, and the growth rate inherits this uncertainty. The rate also holds for one instant, because the zone widens while the voids grow.

Real voids differ in size and tend to form at favourable places such as inclusions and grain boundaries. The sum in Part I gives the strength for a spread in size, but (18) assumes the same x_R for all voids. At the mean concentration of the example, voids with a radius below about 0.4 µm would shrink. Clustering breaks the assumption of random positions, and its effect was not computed. The cubic array shows that position alone can change the strength by about a fifth at these parameters.
